\section*{Singlet-triplet tunnelling splitting of hydrogen around an impurity in germanium}

\section{Definitions and conventions}

A proton of mass $M$ moves around a substitutional impurity in germanium. The impurity site has tetrahedral symmetry $T_d$, and the proton has four equivalent equilibrium positions, one along each of four $\langle111\rangle$ directions. The words singlet and triplet refer here to the orbital levels $A_1$ and $T_2$ of the proton. They are not spin states.

The proton is held at a fixed distance $R$ from the impurity, so that its position is a unit vector $\mathbf n=(x,y,z)$. The electrons and the lattice enter through an effective potential, for which the simplest tetrahedral form is taken:
\begin{equation}
V(\mathbf n)=V_b\,(1-f),\qquad f=3\sqrt3\,xyz .
\label{eq:V}
\end{equation}
With $\nabla^2$ the Laplacian on the unit sphere, the Hamiltonian is
\begin{equation}
H=B\left[-\nabla^2+\kappa^2 g\right],\quad B=\frac{\hbar^2}{2MR^2},\quad g=1-f,\quad \kappa^2=v=\frac{V_b}{B}.
\label{eq:H}
\end{equation}
Strain, lattice motion and a hole bound to the complex are left out at first. Their effects are estimated in the last two sections.

\section{Four sites: the splitting is $4t$}

Suppose that the four lowest levels are separated from the rest by a gap. Project four equivalent localized functions, one per site, onto the space of these levels. If the projections are linearly independent, symmetric orthonormalization turns them into real site states $w_1,\dots,w_4$ which $T_d$ still permutes among themselves. Any pair of sites can be carried into any other pair by an operation of $T_d$, so all off-diagonal elements of $H$ are equal. Call them $-t$ and the diagonal elements $\varepsilon$:
\begin{equation}
H_4=(\varepsilon+t)\,\mathbf 1-t\,\mathbf U,
\label{eq:H4}
\end{equation}
where every element of $\mathbf U$ is one. The vector $(1,1,1,1)/2$ has $\mathbf U$-eigenvalue 4, and the three vectors orthogonal to it have eigenvalue 0. Hence
\begin{equation}
E(A_1)=\varepsilon-3t,\qquad E(T_2)=\varepsilon+t,\qquad \Delta=E(T_2)-E(A_1)=4t .
\label{eq:4t}
\end{equation}
No overlap correction appears, because the $w_i$ are orthonormal and span the quartet.

The sign of $t$ follows from the form of $H$. The ground state of a real Hamiltonian with kinetic energy and a scalar potential is nondegenerate and can be chosen positive everywhere. A symmetry operation turns this positive function into a positive function, so it can only multiply it by $+1$. The ground state is therefore $A_1$, and $t>0$.

\section{The potential landscape}

On the sphere, stationary points of $xyz$ satisfy $yz=\lambda x$, $xz=\lambda y$, $xy=\lambda z$. Multiplication by $x$, $y$ and $z$ gives $\lambda x^2=\lambda y^2=\lambda z^2$. For $\lambda\neq0$ the three squares are equal, which gives four minima of $V$ with $f=1$, $V=0$ and four maxima with $f=-1$, $V=2V_b$. For $\lambda=0$ two coordinates vanish, which gives six saddles on the cubic axes with $V=V_b$. Each saddle joins one of the six pairs of minima.

The polynomial $xyz$ is harmonic and of degree three, so
\begin{equation}
\nabla^2 f=-12f .
\label{eq:harm}
\end{equation}
A minimum lies on a threefold axis, so the two second derivatives of $f$ there are equal, and by (\ref{eq:harm}) each is $-6$. At angular distance $\delta$ from the minimum, $g\simeq3\delta^2$. In each of two directions the operator $-d^2/d\xi^2+3\kappa^2\xi^2$ has ground energy $\sqrt3\kappa$ and spacing $2\sqrt3\kappa$. Thus
\begin{equation}
V\simeq3V_b\delta^2,\qquad \hbar\omega=2\sqrt3\,\kappa B=2\sqrt{3V_bB},
\label{eq:omega}
\end{equation}
and the local ground energy, with two half-quanta, is $\hbar\omega$ to leading order.

\section{The wave function under the barrier}

For $\kappa\gg1$ write the state localized in one well as $w=a\,e^{-\kappa\phi}$. Then
\begin{equation}
\nabla^2w=e^{-\kappa\phi}\left[\kappa^2|\nabla\phi|^2a-2\kappa\nabla\phi\cdot\nabla a-\kappa a\nabla^2\phi+\nabla^2a\right].
\end{equation}
Insert this into $(-\nabla^2+\kappa^2g)w=(2\sqrt3\kappa)w$. The terms in $\kappa^2$ and in $\kappa$ give
\begin{align}
|\nabla\phi|^2&=g, \label{eq:eik}\\
2\nabla\phi\cdot\nabla a&=\left(2\sqrt3-\nabla^2\phi\right)a . \label{eq:trans}
\end{align}
Near the minimum $\phi=\sqrt3\,\delta^2/2$. Normalization of the Gaussian, $a_0^2\int e^{-\sqrt3\kappa\delta^2}d^2\delta=a_0^2\,\pi/(\sqrt3\kappa)=1$, fixes
\begin{equation}
a_0^2=\sqrt3\,\kappa/\pi .
\label{eq:a0}
\end{equation}

\subsection{The path and its action}

Take the minima $(1,1,1)/\sqrt3$ and $(-1,-1,1)/\sqrt3$, with the saddle $(0,0,1)$ between them. All three points lie in the mirror plane $x=y$. By symmetry $\nabla\phi$ is tangent to this plane on it, so the great circle in the plane is a tunnelling path. With $\theta$ the angle from the $z$ axis and $c=\cos\theta$, $x=y=\sin\theta/\sqrt2$ and
\begin{equation}
f=k\sin^2\theta\cos\theta=\frac k4(\cos\theta-\cos3\theta),\qquad k=\frac{3\sqrt3}{2}.
\label{eq:fpath}
\end{equation}
Therefore $g=1-k(c-c^3)=k\left[c^3-c+2/(3\sqrt3)\right]$, since $2k/(3\sqrt3)=1$. The cubic has a double root at the minimum:
\begin{equation}
g=k\left(c-\tfrac1{\sqrt3}\right)^2\left(c+\tfrac2{\sqrt3}\right).
\end{equation}
The minima are at $\theta=\pm\theta_0$ with $\cos\theta_0=1/\sqrt3$. By (\ref{eq:eik}), $\phi$ grows along the path at the rate $\sqrt g$, and the full action number is
\begin{equation}
S=2\int_0^{\theta_0}\sqrt g\,d\theta=1.2279 .
\label{eq:S}
\end{equation}

\subsection{Spreading across the path}

Let $s=\theta_0-\theta$ be the arc length from the minimum and $n$ the distance from the path along the perpendicular great circle. The line element is $\cos^2\!n\,ds^2+dn^2$. By mirror symmetry $\phi=\phi_0(s)+\frac12A(s)n^2+\dots$, with $\phi_0'=\sqrt g$. To order $n^2$,
\begin{equation}
|\nabla\phi|^2=\frac{(\phi_0'+\frac12A'n^2)^2}{\cos^2 n}+A^2n^2
=\phi_0'^2+n^2\left(\phi_0'A'+\phi_0'^2+A^2\right).
\end{equation}
Equating this to $g+\frac12g_{nn}n^2$ gives the equation for the transverse curvature,
\begin{equation}
\sqrt g\,A'+A^2=\tfrac12g_{nn}-g,\qquad A(0)=\sqrt3 .
\label{eq:ric}
\end{equation}
The term $-g$ comes from the curvature of the sphere. The initial value follows from $\phi=\sqrt3\delta^2/2$. On the path the Laplacian is $\partial_s^2+\partial_n^2$, so (\ref{eq:harm}) gives $f_{nn}=-12f-f_{ss}$ and
\begin{equation}
g_{nn}=12f+f_{ss},\qquad f_{ss}=\frac k4(9\cos3\theta-\cos\theta).
\label{eq:gnn}
\end{equation}
At the minimum $g_{nn}=12-6=6$, which agrees with $A^2=3$. Numerical integration of (\ref{eq:ric}) up to the saddle gives $A_m=1.4290$. $A$ stays positive on the way, so the wave function is confined to the neighbourhood of the path.

On the path $\nabla^2\phi=(\sqrt g)'+A$, and (\ref{eq:trans}) becomes $2\sqrt g\,a'=\left[2\sqrt3-(\sqrt g)'-A\right]a$. Since $(a^2)'/a^2=2a'/a$, the value at the saddle is
\begin{equation}
a_m^2=\frac{\sqrt3\kappa}{\pi}e^J,\qquad
J=\int_0^{\theta_0}\frac{2\sqrt3-(\sqrt g)'-A}{\sqrt g}\,ds=0.8849 .
\label{eq:J}
\end{equation}
The integrand is finite at the minimum, where $(\sqrt g)'=A=\sqrt3$ and the numerator vanishes linearly with $\sqrt g$.

\section{The tunnelling amplitude}

From (\ref{eq:H4}), $Hw_1=\varepsilon w_1-t(w_2+w_3+w_4)$, and similarly for $w_2$. Let $\Omega$ be the half of the sphere on the side of site 1, bounded by the great circle midway between sites 1 and 2. Then
\begin{equation}
\int_\Omega(w_2Hw_1-w_1Hw_2)
=t\int_\Omega(w_1^2-w_2^2)+t\int_\Omega(w_1-w_2)(w_3+w_4).
\label{eq:herring}
\end{equation}
The first integral on the right is one and the second is zero, up to exponentially small terms. On the left the potential cancels. Green's theorem converts the rest to a line integral, with $\nu$ the normal pointing towards site 2:
\begin{equation}
t=B\oint(w_1\partial_\nu w_2-w_2\partial_\nu w_1)\,dn .
\label{eq:flux}
\end{equation}
The boundary also passes through sites 3 and 4. There both $w_1$ and $w_2$ are tails of relative size $e^{-\kappa S}$, apart from powers of $\kappa$. Their product contributes at order $e^{-2\kappa S}$, again apart from such powers, and is dropped.

Near the saddle both functions equal $a_m\exp[-\kappa(S/2+A_mn^2/2)]$ on the boundary. Since $g=1$ there, $\partial_\nu w_1=-\kappa w_1$ and $\partial_\nu w_2=+\kappa w_2$. The two terms of (\ref{eq:flux}) add:
\begin{align}
\frac tB&=2\kappa a_m^2e^{-\kappa S}\int_{-\infty}^{\infty}e^{-\kappa A_mn^2}dn
=2\kappa\,\frac{\sqrt3\kappa}{\pi}e^J\sqrt{\frac{\pi}{\kappa A_m}}\;e^{-\kappa S}\nonumber\\
&=\frac{2\sqrt3\,e^J}{\sqrt{\pi A_m}}\,\kappa^{3/2}e^{-\kappa S}.
\end{align}
With $\Delta=4t$ and $\kappa=\sqrt v$,
\begin{equation}
\boxed{\;\Delta\simeq C\,B\,v^{3/4}e^{-S\sqrt v},\qquad C=\frac{8\sqrt3\,e^J}{\sqrt{\pi A_m}}=15.84\;}
\label{eq:main}
\end{equation}
for $v\gg1$, at leading order in $1/\sqrt v$.

\subsection{Accuracy and the opposite limit}

Diagonalization of (\ref{eq:H}) in spherical harmonics uses neither a path nor a semiclassical wave function. The ratio of its splitting to (\ref{eq:main}) is 0.919, 0.937, 0.950 and 0.959 at $v=80$, 130, 200 and 300. A cubic in $1/\sqrt v$ through these four values extrapolates to 1.001 at infinite $v$; fits of other degree or over other values of $v$ give between 0.998 and 1.003. This tests the prefactor as well as the exponent. At these values of $v$ the formula is too large by roughly $0.7/\sqrt v$ of itself.

For $v\to0$ the proton is a free rotor with energies $Bl(l+1)$. The level $l=0$ is $A_1$ and the level $l=1$ is $T_2$, so $\Delta\to2B$. The first-order correction vanishes: apart from a constant shift, the potential is an $l=3$ harmonic, whose mean in $l=0$ is zero and whose matrix elements within $l=1$ vanish by parity. The singlet-triplet order is thus the same in both limits, while (\ref{eq:main}) holds only in the first.

\section{Worked example}

Take $R=0.15$ nm and $V_b=40$ meV. For the proton
\begin{equation}
B=0.922\ \text{meV},\quad v=\frac{40}{0.9222}=43.37,\quad \sqrt v=6.586,\quad S\sqrt v=8.087 .
\end{equation}
Equation (\ref{eq:main}) gives
\begin{equation}
\Delta\simeq15.84\times0.9222\times(6.586)^{3/2}\,e^{-8.087}\ \text{meV}=0.0759\ \text{meV}.
\end{equation}
Diagonalization gives $\Delta=0.0671$ meV (16.2 GHz), which is 0.88 of the semiclassical value, and $t=\Delta/4=0.0168$ meV. The singlet lies 19.2 meV above the well bottom, below the 40 meV saddle and close to the harmonic estimate of 21.0 meV. The next level is 17.4 meV above the triplet, so the quartet is well isolated.

For deuterium, with $R$ and $V_b$ held fixed, $B=0.461$ meV and $S\sqrt v=11.43$. Diagonalization gives $\Delta=0.00207$ meV, smaller by a factor of 32. The semiclassical ratio shows the origin of this factor. Since $Bv^{3/4}\propto B^{1/4}$ at fixed $V_b$, it is $(0.9222/0.4613)^{1/4}e^{11.434-8.087}\simeq34$, nearly all of it from the exponent.

At 4.2 K, $kT=0.362$ meV exceeds $\Delta$. The singlet population within the quartet, $1/(1+3e^{-\Delta/kT})=0.286$, is little above the value $1/4$ for equal occupation.

\section{A hole bound to the complex}

If the complex is a neutral acceptor, it binds a hole with effective angular momentum $J_h=3/2$. A proton at site $i$, in direction $\mathbf n_i$, splits the hole quartet into two doublets. A simple model with spin-independent hopping is
\begin{equation}
H=H_4+DG,\qquad G=\sum_i|w_i\rangle\langle w_i|\otimes\left[(\mathbf J_h\cdot\mathbf n_i)^2-\tfrac54\right].
\label{eq:hole}
\end{equation}
The eigenvalues of $(\mathbf J_h\cdot\mathbf n_i)^2$ are $9/4$ and $1/4$, so the bracket is $\pm1$ and $G^2=1$. The static splitting is $2|D|$.

Set $\varepsilon=0$ and let $|a\rangle$ be the proton singlet times any hole state. The average of the bracket over the four sites is $\frac13J_h(J_h+1)-\frac54=0$, because $\sum_in_{i\alpha}n_{i\beta}=\frac43\delta_{\alpha\beta}$. Hence $G|a\rangle$ has no singlet part and lies wholly in the triplet. Since $G^2|a\rangle=|a\rangle$, the pair $|a\rangle$, $G|a\rangle$ is closed under $H$:
\begin{equation}
\begin{pmatrix}-3t&D\\D&t\end{pmatrix}\;\Rightarrow\;E=-t\pm\sqrt{4t^2+D^2}.
\label{eq:pair}
\end{equation}
Four choices of hole state make each level fourfold. The remaining eight states belong to the triplet, and $G$ maps them among themselves. Its trace is zero on the whole space and on each pair, hence also on these eight, so they have energies $t\pm D$, four states each.

The spectrum of this model is even in $D$, as the numerical levels for $D=\pm0.5$ meV show. For $|D|\ll t$ the ground level shifts by $-D^2/(4t)=-D^2/\Delta$. The lowest gap,
\begin{equation}
\Delta_h=2t+\sqrt{4t^2+D^2}-|D|,
\label{eq:gaph}
\end{equation}
falls from $4t$ at $D=0$ to $2t$ at $|D|\gg t$, provided that $|D|$ stays well below the proton's quantum $\hbar\omega$, so that the four site states still suffice. With a static splitting of 1 meV, a rough size chosen for the estimate, $\Delta_h=0.0336+0.5011-0.5000=0.0347$ meV. This is about half of $\Delta$, and in this model it separates two fourfold levels instead of a singlet and a triplet. A dependence of the hopping on the hole state, left out of (\ref{eq:hole}), can split the upper level into two doublets for one sign of $D$.

\section{Other neglected effects and the real case}

\textbf{Strain.} Let strain lower site 1 by $b$. The states $w_1$ and $(w_2+w_3+w_4)/\sqrt3$ have diagonal energies $-b$ and $-2t$ (again with $\varepsilon=0$) and are coupled by $-\sqrt3t$, so
\begin{equation}
E_\pm=-t-\tfrac b2\pm\sqrt{\left(t-\tfrac b2\right)^2+3t^2}.
\end{equation}
The other two states remain at $+t$. For $b\gg t$ the ground state is localized on site 1. A strain of $10^{-5}$ with an assumed coupling of 1 eV gives $b=0.010$ meV and raises the ground-state weight on site 1 from 0.25 to 0.31. Ten times this strain would give a bias larger than $\Delta$. These figures are for the complex without its hole. In the model (\ref{eq:hole}) with $|D|=0.5$ meV, the same bias of 0.010 meV splits the fourfold ground level and puts a weight of about 0.64 on site 1 in the lowest state.

\textbf{Stretching motion.} If the stretching quantum, taken as 200 meV, changes by 10\% between minimum and saddle, its zero-point energy changes the barrier by $\frac12\times0.10\times200=10$ meV. At fixed $R$, $\Delta$ becomes 0.155 meV for $V_b=30$ meV and 0.031 meV for $V_b=50$ meV. $V_b$ must therefore be understood as a barrier that already includes this energy. The zero-point energy is smaller for deuterium, so the two isotopes do not have exactly the same $V_b$. The factor of 32 found above at fixed $V_b$ leaves this difference out.

\textbf{Motion of the impurity and lattice.} Measure positions from the lattice site and keep the proton at $R\mathbf n$. Suppose that the impurity's own vibration is much faster than the proton's oscillation in its well, so that the impurity follows the proton without delay. An impurity of mass $M_I$ displaced to $-u\mathbf n$ then adds $M_Iu^2$ to the inertia $MR^2$. For beryllium with $u=0.010$ nm, $\Delta$ falls in this limit to 0.057 meV, a reduction of 15\%. Lattice modes much slower than the proton's oscillation in its well, but with quanta much larger than $\Delta$, act differently: they multiply $t$ by the overlap of two displaced oscillator ground states. For mass $M_L$, frequency $\omega_L$ and displacement $d$, the identity $q^2+(q-d)^2=2(q-d/2)^2+d^2/2$ gives the overlap $\exp(-M_L\omega_Ld^2/4\hbar)$. One germanium mode of 20 meV with $d=0.005$ nm gives 0.80. Since 20 meV is close to the proton's own quantum of 21 meV, the mode is not slow and this number overstates the reduction: for an isotropic mode of this mass and frequency displaced along $\mathbf n$, treating proton and mode together gives a factor of about 0.92.

\textbf{Beryllium and hydrogen in germanium.} The parameters are meant for the rough regime of hydrogen beside substitutional beryllium, a double acceptor which hydrogen turns into a single acceptor. The radius is of the order of a beryllium-hydrogen bond length. The barrier is a chosen value, and the real one may differ considerably. The splitting of 0.067 meV is thus a property of the model and no prediction for that complex. Spectroscopy under uniaxial stress finds the beryllium-hydrogen acceptor in germanium to be static, with trigonal symmetry; tunnelling that restores tetrahedral symmetry is reported for the same pair in silicon. Among the corrections evaluated in this section, the 10 meV barrier shift moves the splitting most, by a factor of about two in either direction. The neutral acceptor also carries a bound hole, so its lowest gap should be compared with (\ref{eq:gaph}); equation (\ref{eq:main}) applies to the complex without its hole. The remaining values are listed in the numerical output.

\section*{Computed values}
\begin{verbatim}
Path action number S = 1.22792
Transverse curvature at saddle Am = 1.42896
Logarithmic amplitude factor J = 0.88489
Prefactor C = 15.8442
v = 80: numerical/semiclassical splitting = 0.9189
v = 130: numerical/semiclassical splitting = 0.9373
v = 200: numerical/semiclassical splitting = 0.9498
v = 300: numerical/semiclassical splitting = 0.9593
Ratio extrapolated to infinite v = 1.0014
Radius R = 0.150 nm; barrier Vb = 40.0 meV
H: B = 0.9222 meV; v = 43.374; sqrt(v) = 6.5859
H: harmonic quantum = 21.040 meV
H: exponent S*sqrt(v) = 8.0869
H: semiclassical splitting = 0.07595 meV
H: numerical splitting = 0.06711 meV
H: numerical/semiclassical = 0.8837
D: B = 0.4613 meV; v = 86.705; sqrt(v) = 9.3115
D: harmonic quantum = 14.881 meV
D: exponent S*sqrt(v) = 11.4338
D: semiclassical splitting = 0.00225 meV
D: numerical splitting = 0.00207 meV
D: numerical/semiclassical = 0.9223
H: site amplitude t = 0.016778 meV
H: singlet energy above well bottom = 19.237 meV
H: gap from triplet to next level = 17.395 meV
H: splitting as frequency = 16.228 GHz
Splitting ratio H/D = 32.370
T = 4.2 K: kT = 0.3619 meV
Singlet population at this T = 0.2863
Stretch quantum 200 meV, change at saddle 10%
Resulting barrier shift = 10.0 meV
Splitting with lower barrier = 0.15518 meV
Splitting with higher barrier = 0.03107 meV
Be recoil radius 0.010 nm: splitting 0.05687 meV
Slow Ge mode 20 meV, displacement 0.005 nm
Overlap factor on splitting = 0.8048
Strain 1e-05, coupling 1.0 eV
Site bias = 0.0100 meV; favoured-site weight = 0.3122
Static trigonal splitting of bound hole = 1.00 meV
Hole levels, D = +0.50 meV: 0.00000 (x4), 0.03468 (x4), 1.00225 (x4), 1.03468 (x4) meV
Hole levels, D = -0.50 meV: 0.00000 (x4), 0.03468 (x4), 1.00225 (x4), 1.03468 (x4) meV
\end{verbatim}
